# Fock exchange in insulators: mixed product basis and the 1/q² divergence, part 2

We seek the Fock exchange matrix $V^x_{nn'}(\mathbf k)$ of an insulator, in SI units and for one spin channel. The states $\varphi_{n\mathbf k}=e^{i\mathbf k\cdot\mathbf r}u_{n\mathbf k}$, with energies $\varepsilon_n$, are normalised in the cell of volume $\Omega$; $v$ and $c$ as state labels mean filled and empty. With $\mathbf G$ a reciprocal lattice vector, $\mathbf Q=\mathbf q+\mathbf G$ and pair densities $\rho^{mn}_{\mathbf q}=\varphi^*_{m,\mathbf k-\mathbf q}\varphi_{n\mathbf k}$, whose Fourier transforms are $\rho^{mn}(\mathbf Q)$, $V^x_{nn'}$ is minus the Brillouin-zone average of

$$I_{nn'}(\mathbf q)=\frac{e^2}{\varepsilon_0\Omega}\sum_m^{\rm occ}\sum_{\mathbf G}\frac{\rho^{mn}(\mathbf Q)^*\rho^{mn'}(\mathbf Q)}{Q^2}.\tag{1}$$

In the mixed basis $M_I$ (sphere functions and interstitial plane waves), with $b_I=\langle M_I|\rho\rangle$ and $O_{IJ}=\langle M_I|M_J\rangle$,

$$I_{nn'}(\mathbf q)=\sum_m^{\rm occ}b^{mn\dagger}\,O^{-1}v\,O^{-1}\,b^{mn'},\qquad v_{IJ}(\mathbf q)=\frac{e^2}{\varepsilon_0\Omega}\sum_{\mathbf G}\frac{M_I(\mathbf Q)^*M_J(\mathbf Q)}{Q^2}.\tag{2}$$

The matrix $\bar v$ holds the terms $\mathbf G\ne0$ of $v$. With $P(\mathbf k')$ the projector on the filled $u_{m\mathbf k'}$,

$$V^x_{nn'}=-\frac{e^2}{\varepsilon_0\Omega}\,\frac{\Omega}{(2\pi)^3}\int d^3Q\,\frac{h(\mathbf Q)}{Q^2},\qquad h(\mathbf Q)=\langle u_{n\mathbf k}|P(\mathbf k-\mathbf Q)|u_{n'\mathbf k}\rangle.\tag{3}$$

For a local Hamiltonian with potential $V(\mathbf r)$, k·p theory gives, with $f_v=1$, $f_c=0$,

$$h(\mathbf q)=f_n\delta_{nn'}+\mathbf q\cdot\mathbf B_{nn'}+\sum_{ab}q_aq_bC^{ab}_{nn'}+O(q^3).$$

The terms of order $q$ and $q^2$ are $P^{(1)}_{nn'}$ and $P^{(2)}_{nn'}$, with

$$P^{(2)}_{vv'}=-\sum_cP^{(1)}_{vc}P^{(1)}_{cv'},\qquad P^{(2)}_{cc'}=+\sum_vP^{(1)}_{cv}P^{(1)}_{vc'}.\tag{4}$$

With $\mathbf p_{nn'}=\langle\varphi_{n\mathbf k}|\mathbf p|\varphi_{n'\mathbf k}\rangle$,

$$C^{ab}_{vv'}=-\frac{\hbar^2}{2m_e^2}\sum_c\frac{p^a_{vc}p^b_{cv'}+p^b_{vc}p^a_{cv'}}{(\varepsilon_v-\varepsilon_c)(\varepsilon_{v'}-\varepsilon_c)} .$$

The example is a simple cubic model insulator, $a=0.30$ nm, with its lowest band filled. Part 1 reported that a mesh sum omitting the one infinite term leaves the diagonal element of the filled state short by 9.8% on an $8^3$ mesh and 4.9% on $16^3$, while that of the first empty state is off by only 0.03% on $8^3$. Part 4 compared (2) with (1) at $\mathbf q=(2\pi/a)(0.25,0.125,-0.375)$, using LAPW-form states (sphere radius $S=0.135$ nm, $l_{\max}=3$) that are not eigenstates of the model.

## 7. Analytic integration

A uniform mesh of $N$ points $\mathbf q$ containing $0$, together with all $\mathbf G$, is the reciprocal lattice of a supercell of volume $N\Omega$ with lattice vectors $\mathbf R$. It is symmetric under $\mathbf Q\to-\mathbf Q$. Define the defect of the sum without its origin,

$$D[f]=\frac{\Omega}{(2\pi)^3}\int f\,d^3Q-\frac1N\sum_{\mathbf Q\ne0}f(\mathbf Q).$$

By (3) the exact $V^x$ is the mesh sum plus $-(e^2/\varepsilon_0\Omega)D[h/Q^2]$. The functional $D$ is linear and has two properties. It vanishes for odd $f$, since integral and sum vanish separately; this removes $\mathbf B$ and the cubic term. For smooth $f$, Poisson's formula $N^{-1}\sum_{\mathbf Q}f=\Omega\sum_{\mathbf R}\tilde f(\mathbf R)$ with $\tilde f(\mathbf R)=(2\pi)^{-3}\int fe^{i\mathbf Q\cdot\mathbf R}d^3Q$ applies. Its $\mathbf R=0$ term is the integral, so

$$D[f]=\frac{f(0)}N-\Omega\sum_{\mathbf R\neq0}\tilde f(\mathbf R),\tag{6}$$

and the last sum is exponentially small in the supercell size when $f$ is analytic in a strip.

Let $h_e=A+\mathbf Q^TC\mathbf Q+h_4(\mathbf Q)+\dots$ be the even part of $h$, with $A=f_n\delta_{nn'}$ and $h_4$ quartic. Subtract a function with the same singular terms and a known integral, with $\beta>0$:

$$\frac{h_e}{Q^2}=\frac{(A+\mathbf Q^TC\mathbf Q)e^{-\beta Q^2}}{Q^2}+r(\mathbf Q).$$

Expanding $e^{-\beta Q^2}=1-\beta Q^2+\tfrac12\beta^2Q^4-\dots$ gives

$$r=A\beta+\Big[\frac{h_4}{Q^2}-\tfrac12A\beta^2Q^2+\beta\,\mathbf Q^TC\mathbf Q\Big]+O(Q^4).$$

So $r(0)=A\beta$, and the first term of $r$ that can be non-polynomial is $h_4/Q^2$ (it is a polynomial only if $Q^2$ divides $h_4$). Up to that term (6) gives $D[r]=A\beta/N$. The two integrals are elementary. First, $\int e^{-\beta Q^2}Q^{-2}d^3Q=4\pi\cdot\tfrac12\sqrt{\pi/\beta}$, and multiplying by $\Omega/8\pi^3$ gives $\Omega/(4\pi^{3/2}\beta^{1/2})$. Second, the angular mean of $\hat Q_a\hat Q_b$ is $\delta_{ab}/3$ and $\int e^{-\beta Q^2}d^3Q=(\pi/\beta)^{3/2}$. Therefore

$$\chi=\frac{\Omega}{4\pi^{3/2}\beta^{1/2}}-\frac1N\sum_{\mathbf Q\ne0}\frac{e^{-\beta Q^2}}{Q^2}+\frac\beta N,\qquad T_{ab}=\frac{\Omega\,\delta_{ab}}{24\pi^3}\Big(\frac\pi\beta\Big)^{3/2}-\frac1N\sum_{\mathbf Q\ne0}\frac{Q_aQ_b}{Q^2}e^{-\beta Q^2},$$

$$V^x_{nn'}=-\frac1N\sum_{\mathbf q\ne0}I_{nn'}(\mathbf q)-\frac1N\bar I_{nn'}(0)-\frac{e^2}{\varepsilon_0\Omega}\Big[\chi f_n\delta_{nn'}+\sum_{ab}C^{ab}_{nn'}T_{ab}\Big]+O(N^{-5/3}).\tag{7}$$

Here $I$ is the product (2), and $\bar I(0)$ is the same product at $\mathbf q=0$ with $\bar v$ in place of $v$; together they hold all $\mathbf Q\neq0$. The stated remainder assumes a basis that spans the pair densities; a truncated basis adds an error of its own, which a finer mesh does not in general remove.

**Independence of $\beta$.** For $\beta_1<\beta_2$ the function $g=(e^{-\beta_1Q^2}-e^{-\beta_2Q^2})/Q^2$ is smooth with $g(0)=\beta_2-\beta_1$. Write $e^{-\beta Q^2}/Q^2=\int_\beta^\infty e^{-tQ^2}dt$, transform the Gaussian to $(4\pi t)^{-3/2}e^{-R^2/4t}$, and substitute $x=R/2\sqrt t$. The integrand becomes $e^{-x^2}dx/(2\pi^{3/2}R)$ on $0<x<R/2\sqrt\beta$, which gives ${\rm erf}(R/2\sqrt\beta)/(4\pi R)$. In $\chi(\beta_1)-\chi(\beta_2)=D[g]+(\beta_1-\beta_2)/N$ the term $g(0)/N$ of (6) cancels, and for $\beta_1\to0$

$$\chi(0^+)=\chi(\beta)-\Omega\sum_{\mathbf R\ne0}\frac{{\rm erfc}(R/2\sqrt\beta)}{4\pi R}.$$

This is an Ewald sum: $\chi$ is set by the Madelung potential of a point charge repeated on the supercell lattice in a neutralising background, and it is independent of $\beta$ once $2\sqrt\beta\ll R_{\min}$. For $T$ the difference is $D[Q_aQ_bg]$, a smooth function vanishing at the origin, so the same condition suffices. The erfc sum shows how small $\beta$ must be: on the $8^3$ mesh of part 8, $2\sqrt\beta=R_{\min}/4$ shifts the $\chi$ term by only about $10^{-8}$ aJ, but $2\sqrt\beta=0.4R_{\min}$ shifts it by $2.4\times10^{-4}$ aJ, far more than the error that (7) leaves there.

**Orders of the error.** Take meshes of fixed shape with linear size $n\propto N^{1/3}$ and a term homogeneous of degree $s$ times $e^{-\beta Q^2}$. Since the weight does not depend on $\beta$, choose $\beta\propto n^2$ and rescale $\mathbf Q=\mathbf Q_0/n$. The integral gains $n^{-3}$ from $d^3Q$, the sum gains it from $1/N$, and both gain $n^{-s}$, so the weight scales as $n^{-3-s}$. Hence $\chi\propto n^{-1}$ ($s=-2$; the term $\beta/N$ scales alike), $T\propto n^{-3}$ ($s=0$). Subtracting $h_4e^{-\beta Q^2}/Q^2$ in the same way shows that the first neglected term, $s=2$, goes as $n^{-5}=N^{-5/3}$. This explains part 1: the filled state has $A=1$ and an error $\propto n^{-1}$, the empty state has $A=0$ and an error $\propto n^{-3}$. The omitted $\chi$ term shifts the diagonal elements of all filled states equally and those of the empty states not at all, so when these elements are added to the levels in first-order perturbation theory, it changes every gap between a filled and an empty level by its full size.

**Spherical average.** The trace is ${\rm Tr}\,T=D[e^{-\beta Q^2}]=1/N$ by (6), once $2\sqrt\beta\ll R_{\min}$ makes the $\mathbf R\ne0$ sum negligible (on a cubic mesh it is 3% low at $2\sqrt\beta=0.4R_{\min}$ and $10^{-5}$ low at $R_{\min}/4$). On a mesh of cubic symmetry $T$ commutes with the cubic group, so $T=\delta_{ab}/3N$ and the last term of (7) is ${\rm Tr}\,C/3N$: the origin is given the angular mean of $\hat{\mathbf q}^TC\hat{\mathbf q}$ with weight $1/N$. On other meshes that rule misses the contraction of the traceless parts of $C$ and $T$, in general of order $1/N$. It vanishes if $C$ or $T$ is isotropic, and also in special cases: on a tetragonal mesh the traceless part of $T$ is proportional to ${\rm diag}(1,1,-2)$, so $C^{xx}+C^{yy}=2C^{zz}$ suffices.

In a metal the occupation steps at the Fermi surface make $h$ discontinuous, (6) no longer gives a small remainder, and the $O(N^{-5/3})$ remainder of (7) is lost; the scalings of $\chi$ and $T$, which depend on the mesh alone, are unchanged.

## 8. Worked example

The model has round parameters: $V=-\sum_iV_i\cos(2\pi x_i/a)$, $V_i=2.0,\,2.5,\,3.0$ aJ, $\mathbf k=(2\pi/a)(0.2,0.1,0.3)$. The gap above the filled band is $1.774$ aJ. The state $c$ is the first excitation along $x$, $2.555$ aJ above $v$. The many digits below serve to display convergence within this model. States factorise, $h=h_x(Q_x)h_y(Q_y)h_z(Q_z)$, and $1/Q^2=\int_0^\infty e^{-tQ^2}dt$ turns (3) into a $t$ integral over a product of three one-dimensional integrals. That reference uses neither a three-dimensional mesh nor k·p: $V^x_{vv}=-2.789998003$, $V^x_{vc}=-0.226067095$, $V^x_{cc}=-0.461111175$ aJ. The sign of $V^x_{vc}$ follows the phase chosen for $c$.

The prefactor is $e^2/\varepsilon_0\Omega=9.663864\ {\rm aJ}/(0.30\ {\rm nm})^2=107.376$ aJ/nm². For a simple cubic supercell of side $L$ the computed value is $4\pi\chi L/\Omega=2.837297$, so on $8^3$, with $\Omega/L=a^2/8$,

$$\chi=\frac{2.837297}{4\pi}\cdot\frac{0.09\ {\rm nm^2}}{8}=2.54008\times10^{-3}\ {\rm nm^2}.$$

The diagonal of $C_{vv}$ is $-(1.8311,\,1.3664,\,2.1213)\times10^{-3}$ nm², with trace $-5.318832\times10^{-3}$ nm². The mesh sums of this part are taken from the factorised $h$ of the plane-wave states, that is from (1) and (3); the mixed-basis product (2) was compared with (1) at the single $\mathbf q$ of part 4 and does not enter here. The pieces of (7) for $vv$ on $8^3$ are:

- mesh sum: $-2.5176196$ aJ
- $\chi$ term: $-107.37627\times2.540081\times10^{-3}=-0.2727444$ aJ
- $C$ term: $+107.376\times5.318832\times10^{-3}/(3\times512)=+0.0003718$ aJ

They add to $-2.7899922$ aJ ($-17.41376$ eV), which is $5.8\times10^{-6}$ aJ, or $2\times10^{-6}$ of the exact value, above the reference.

Some entries of $C$ can be read off directly. With one filled band (4) gives $C^{xx}_{cc}=(B^x_{vc})^2=(0.04194744\ {\rm nm})^2=1.759588\times10^{-3}$ nm², as printed; this one transition supplies 96% of $|C^{xx}_{vv}|$. The $yy$ and $zz$ entries vanish for $vc$ and $cc$ because $h_x(0)=0$ for these elements. The entry of $C_{vv}$ largest in magnitude is the one along $z$.

The error exponents in $n$, from $8^3$ and $16^3$, are $0.999$ (bare), $2.983$ (with $\chi$) and $5.002$ (full) for $vv$, and $2.966$ (without $C$) and $4.999$ (full) for $cc$, against the derived 1, 3 and 5. The step from $4^3$ to $8^3$ is not yet asymptotic: the full errors fall by factors of about 26 ($vv$), 9 ($vc$) and 16 ($cc$) in place of $2^5=32$. The output does not separate higher powers from exponential terms there.

On the $12\times12\times24$ mesh ($N=3456$) the diagonal of $NT$ is $(0.718784,\,0.718784,\,-0.437569)$. It sums to 1 and is far from $1/3$; being an integral minus a sum, an element of $T$ has no fixed sign. For $cc$ the error without $C$ is $+3.889\times10^{-5}$ aJ. The tensor term is $-107.376\times1.759588\times10^{-3}\times0.718784/3456=-3.930\times10^{-5}$ aJ and leaves $-4.1\times10^{-7}$ aJ. The spherical rule replaces $0.718784$ by $1/3$, gives $-1.822\times10^{-5}$ aJ and leaves $+2.067\times10^{-5}$ aJ, more than half of the original error.

The effect of an incomplete set of empty states shows in ${\rm Tr}\,C_{vv}$, whose terms all have one sign, so its magnitude cannot decrease as bands are added (bands with $\mathbf p_{vc}=0$ add nothing): $5.160$, $5.315$, $5.319$, $5.319\times10^{-3}$ nm² for 2, 3, 5, 9 bands per axis. Two bands miss 3.0% of the nine-band value, which on $8^3$ is $0.030\times3.72\times10^{-4}=1.1\times10^{-5}$ aJ, about twice the remaining error of (7) in size and opposite in sign: it lowers the positive $C$ term, and the total error on $8^3$ moves from $+5.8\times10^{-6}$ to about $-5.3\times10^{-6}$ aJ. A fixed error in $C$ is contracted with $T\propto1/N$. Unless this contraction vanishes, as it does on a cubic mesh for a traceless error, it replaces $N^{-5/3}$ as the leading order on fine meshes.

## Calculated quantities

```
a = 0.30 nm; V_i = [2.  2.5 3. ] aJ; k = (2pi/a)[0.2 0.1 0.3]
hbar^2/(2ma^2) = 0.067825 aJ; e^2/(eps0 a) = 9.663864 aJ; gap = 1.77385 aJ
eps_v = -2.65116 aJ; eps_c - eps_v = 2.55512 aJ
S = 0.1350 nm; lmax = 3; q = (2pi/a)[ 0.25   0.125 -0.375]; 27 state PW; 343 G in v
full basis: 278 MT + 125 IPW; smallest overlap eigenvalue = 8.271e-06
I(q) quadrature: vv 2.021293, |vc| 0.043974, cc 0.374169 aJ; rel.err 0.0e+00
I(q) mixed: vv 2.021293, |vc| 0.043974, cc 0.374169 aJ; rel.err 2.4e-15
I(q) no duals: vv 2.000530, |vc| 0.058785, cc 0.354104 aJ; rel.err 1.0e-02
I(q) truncated: vv 2.021357, |vc| 0.045900, cc 0.372576 aJ; rel.err 9.5e-04
truncated basis (L<=2, threshold 1e-2): 36 MT + 27 IPW
largest eigenvalue * eps0 q^2/e^2 at qa = 0.01: 1.00000000
k.p vs finite differences, rel.err: random (2 occupied) 6.3e-07, model 1.5e-07
B_x(vc) = -4.194744e-02 nm (sign follows the phase of c)
C_xx, C_yy, C_zz (vv) = -1.831131e-03 -1.366416e-03 -2.121285e-03 nm^2
C_xx, C_yy, C_zz (vc) = 2.562390e-03 -0.000000e+00 -0.000000e+00 nm^2
C_xx, C_yy, C_zz (cc) = 1.759588e-03 0.000000e+00 0.000000e+00 nm^2
Tr C(vv), 2,3,5,9 bands per axis: -5.160207e-03 -5.314696e-03 -5.318831e-03 -5.318832e-03 nm^2
cubic mesh: 4 pi chi L/Om = 2.837297
mesh (8, 8, 8): chi = 2.540081e-03 nm^2; N*T diagonal = 0.333333 0.333333 0.333333
mesh (12, 12, 24): chi = 1.077782e-03 nm^2; N*T diagonal = 0.718784 0.718784 -0.437569
exact Vx(vv) = -2.789998003 aJ = -17.413798 eV
exact Vx(vc) = -0.226067095 aJ = -1.411000 eV
exact Vx(cc) = -0.461111175 aJ = -2.878030 eV
4^3 vv: mesh -2.24733335, chi -0.54548878, CT 2.9746e-03, sum -2.789847558, err 1.50e-04 aJ
4^3 vc: mesh -0.22461823, chi -0.00000000, CT -1.4330e-03, sum -0.226051249, err 1.58e-05 aJ
4^3 cc: mesh -0.46018699, chi -0.00000000, CT -9.8405e-04, sum -0.461171038, err -5.99e-05 aJ
8^3 vv: mesh -2.51761963, chi -0.27274439, CT 3.7182e-04, sum -2.789992200, err 5.80e-06 aJ
8^3 vc: mesh -0.22588616, chi -0.00000000, CT -1.7913e-04, sum -0.226065292, err 1.80e-06 aJ
8^3 cc: mesh -0.46099193, chi -0.00000000, CT -1.2301e-04, sum -0.461114936, err -3.76e-06 aJ
16^3 vv: mesh -2.65367211, chi -0.13637219, CT 4.6478e-05, sum -2.789997822, err 1.81e-07 aJ
16^3 vc: mesh -0.22604465, chi -0.00000000, CT -2.2391e-05, sum -0.226067038, err 5.72e-08 aJ
16^3 cc: mesh -0.46109592, chi -0.00000000, CT -1.5376e-05, sum -0.461111293, err -1.18e-07 aJ
error exponent in n=N^(1/3), vv: bare 0.999, chi 2.983, full 5.002
error exponent, cc: no C 2.966, full 4.999; vc: no C 3.011, full 4.977
12x12x24 vv: err no C -4.194e-05, spherical 1.315e-05, tensor T 6.320e-07 aJ
12x12x24 vc: err no C 5.742e-05, spherical 3.089e-05, tensor T 2.010e-07 aJ
12x12x24 cc: err no C 3.889e-05, spherical 2.067e-05, tensor T -4.066e-07 aJ
8^3 vv: bare -15.71375 eV, full -17.413762 eV
```
